# Lattice trapping of a crack in a chain with snapping bonds

## 1. What dimensions and translation symmetry say

A film is represented by a row of sites joined by springs of stiffness \(K\). Each site is tied to a rigid base by a bond of stiffness \(k\), which snaps at the displacement \(u_c\). A force \(F\) pulls the outer end of the row, where the bonds are already broken. At what load does the next bond break, and at what load does the last broken bond close?

For slow loading without thermal agitation, neither mass nor temperature enters. The only force scale, up to a function of a pure number, is \(u_c\sqrt{kK}\), so each threshold must have the form

\[
F=u_c\sqrt{kK}\;\varphi(k/K).
\]

The argument of \(\varphi\) measures the discreteness. Let the site spacing be \(a\), and refine the row while the film and the interface keep their properties per unit length. Then \(K=\kappa/a\) and \(k=\gamma a\), with \(\kappa,\gamma\) fixed. The product \(kK=\kappa\gamma\) does not change, while

\[
\frac{k}{K}=\left(\frac{a}{\ell}\right)^2,\qquad \ell=\sqrt{\kappa/\gamma}.
\]

A uniform continuum looks the same from every tip position. Nothing pins the tip there, and one load separates advance from healing. A lattice looks the same only after a shift by a whole spacing. Two different functions \(\varphi_+\) and \(\varphi_-\) are then allowed, and they must merge as \(k/K\to0\). The rest is to find them.

## 2. The model and its equilibrium

Let \(u_n\) be the displacement of site \(n\) along the pull. The bond force is

\[
f(u)=\begin{cases}ku,&|u|<u_c,\\0,&|u|\ge u_c.\end{cases}
\]

The bond is reversible: it acts again if the site returns below \(u_c\). Its strength and its energy are

\[
f_c=ku_c,\qquad \Gamma=\tfrac12ku_c^2 .
\]

Sites \(n=-N,\dots,-1\) are broken, with \(N\ge1\), and sites \(n\ge0\) are intact. The intact part is long enough to be treated as infinite, with \(u_n\to0\) far from the tip. The force \(F>0\) acts on site \(-N\).

A broken site feels only its springs, so every spring in the broken part carries the same force:

\[
K(u_{n-1}-u_n)=F,\qquad -N<n\le0. \tag{1}
\]

The case \(n=0\) is the spring between the last broken and the first intact site. At an intact site the springs balance the bond:

\[
K(u_{n-1}-2u_n+u_{n+1})=ku_n,\qquad n\ge0. \tag{2}
\]

Insert \(u_n=u_0\lambda^n\) into (2) for \(n\ge1\) and divide by \(Ku_n\):

\[
\lambda+\frac1\lambda-2=\frac kK . \tag{3}
\]

The two roots have product 1. The decaying solution takes the root \(0<\lambda<1\). With \(\lambda=e^{-q}\), the left side of (3) is \(2\cosh q-2=4\sinh^2(q/2)\), so

\[
4\sinh^2\frac q2=\frac kK. \tag{4}
\]

Equation (3) can also be written as

\[
k=K\frac{(1-\lambda)^2}{\lambda}. \tag{5}
\]

The whole row is at rest, so the bonds together must balance the load:

\[
F=\sum_{n=0}^{\infty}ku_0\lambda^n=\frac{ku_0}{1-\lambda}. \tag{6}
\]

The last broken site follows from (1), (6) and (5):

\[
u_{-1}=u_0+\frac FK
=u_0\left[1+\frac{k}{K(1-\lambda)}\right]
=u_0\left[1+\frac{1-\lambda}{\lambda}\right]
=\frac{u_0}{\lambda}. \tag{7}
\]

## 3. The two thresholds

The solution is consistent if the bonds assumed intact are below \(u_c\) and those assumed broken are above it. Displacements decrease away from the loaded end, so two sites decide:

\[
u_0<u_c<u_{-1}.
\]

**Advance.** As \(F\) rises slowly, \(u_0\) rises in proportion. The first intact bond snaps at \(u_0=u_c\). By (6),

\[
F_+=\frac{f_c}{1-\lambda}. \tag{8}
\]

**Healing.** As \(F\) falls, \(u_{-1}\) falls to \(u_c\). Then \(u_0=\lambda u_c\), and

\[
F_-=\frac{\lambda f_c}{1-\lambda}. \tag{9}
\]

For \(F_-<F<F_+\) both conditions hold with room to spare, and the crack stays where it is. Subtraction gives the width:

\[
F_+-F_-=f_c. \tag{10}
\]

This has a direct meaning. At both thresholds a marginal site sits at \(u_c\), with the same decaying displacements beyond it. At the upper threshold its bond still pulls; at the lower one it does not yet pull. The loads balanced by the two configurations differ by that one bond force.

## 4. Where the Griffith load lies

The Griffith load is the load at which moving the tip by one site leaves the total energy unchanged. The total energy includes the potential \(-Fu_{-N}\) of the load.

At equilibrium the elastic energy of the springs and intact bonds is half the product of load and end displacement, because this part is quadratic in the displacements. Each broken bond adds \(\Gamma\). Hence

\[
E_N=N\Gamma+\tfrac12Fu_{-N}-Fu_{-N}
=N\Gamma-\tfrac12Fu_{-N}.
\]

By (1), \(u_{-N}=u_0+NF/K\), and by (6) \(u_0\) does not depend on \(N\). At fixed \(F\),

\[
E_{N+1}-E_N=\Gamma-\frac{F^2}{2K}. \tag{11}
\]

The second term is the energy released per site. Setting the difference to zero gives \(F_G^2=2K\Gamma=kKu_c^2\), or

\[
F_G=u_c\sqrt{kK}. \tag{12}
\]

By (5), \(\sqrt{kK}=K(1-\lambda)/\sqrt\lambda\). Inserting (5) in (8) gives

\[
F_+=\frac{u_c}{1-\lambda}\,\frac{K(1-\lambda)^2}{\lambda}
=\frac{Ku_c(1-\lambda)}{\lambda}
=\frac{F_G}{\sqrt\lambda}.
\]

Since \(F_-=\lambda F_+\), the interval is

\[
\boxed{F_Ge^{-q/2}<F<F_Ge^{q/2}}. \tag{13}
\]

So \(\varphi_\pm=e^{\pm q/2}\), and the Griffith load is the geometric mean of the edges. The energy released per site at the edges is \(\Gamma e^{\pm q}\). Above \(F_G\) a longer crack has lower energy, yet up to \(F_+\) the crack cannot lengthen without first climbing a barrier.

## 5. Why no other resting crack exists

Could a state with a bridge of intact bonds behind the tip survive outside the interval? Let \(d_n=u_{n-1}-u_n\). Balance at any site inside the row reads

\[
K(d_n-d_{n+1})=f(u_n). \tag{14}
\]

Far from the load all displacements are small, so \(u_n=A\lambda^n\). If \(A=0\), working outward through (14) gives zero everywhere and no load. If \(A<0\), all signs reverse and the load is negative. For \(F>0\), therefore, \(A>0\).

Then \(u_n\) and \(d_n\) are positive far away. Since \(f(u)\ge0\) for \(u>0\), (14) gives \(d_n\ge d_{n+1}>0\) at each step outward, so \(u_n\) grows toward the loaded end. All broken sites lie on the outer side of all intact ones. Every equilibrium with both kinds of site has the form found in section 2.

Inside the interval each such state is a strict energy minimum. A small disturbance \(v_n\) changes no bond state and raises the energy by

\[
\tfrac12K\sum_n(v_n-v_{n+1})^2+\tfrac12k\sum_{n\ge0}v_n^2>0
\]

unless every \(v_n\) vanishes. At \(F_-\) itself the marginal bond is counted as broken by our convention, but an arbitrarily small inward motion closes it, so this endpoint is not stable.

A relaxation calculation shows the same division. It used 40 sites, six of them initially broken, with \(k=K\), overdamped motion and a start from the equilibrium at \(F_G\). No bond changed state at \(1.01F_-\) or \(0.99F_+\). Bonds closed at \(0.99F_-\), and bonds opened at \(1.01F_+\).

## 6. The barrier between neighbouring tip positions

Hold site 0 at displacement \(x\) with an extra force \(P\), and let the other sites relax with their bond states unchanged. The inner sites follow \(x\lambda^n\), and the broken part transmits \(F\).

With bond 0 intact, the balance is

\[
P=\bigl[K(1-\lambda)+k\bigr]x-F
=\frac{K(1-\lambda)}{\lambda}x-F
=\frac{F_+}{u_c}x-F .
\]

This vanishes at \(x=u_cF/F_+\). Integrating \(P\) from there to \(u_c\) gives the barrier to opening:

\[
B_{\rm open}=\tfrac12F_+u_c\left(1-\frac F{F_+}\right)^2. \tag{15}
\]

With bond 0 broken, the term \(kx\) is absent. Now \(P=K(1-\lambda)x-F=F_-x/u_c-F\), because \(F_-=\lambda F_+=K(1-\lambda)u_c\). Equilibrium is at \(x=u_cF/F_-\), and the work needed to bring the site back to \(u_c\) is

\[
B_{\rm close}=\tfrac12F_-u_c\left(\frac F{F_-}-1\right)^2. \tag{16}
\]

Each barrier vanishes at its own threshold. Their difference must reproduce (11). The terms linear in \(F\) cancel:

\[
B_{\rm open}-B_{\rm close}
=\frac{u_c}{2}(F_+-F_-)\left[1-\frac{F^2}{F_+F_-}\right]
=\Gamma-\frac{F^2}{2K}.
\]

The last step uses \(u_c(F_+-F_-)=2\Gamma\) and \(F_+F_-=F_G^2=2K\Gamma\).

At \(F_G\) the barriers are equal. From (10), \(\Gamma=\frac12F_+u_c(1-e^{-q})\), so

\[
\frac{B}{\Gamma}=\frac{(1-e^{-q/2})^2}{1-e^{-q}}
=\frac{1-e^{-q/2}}{1+e^{-q/2}}
=\tanh\frac q4. \tag{17}
\]

## 7. Soft and stiff bonds

The width relative to the Griffith load follows from (10) and (12):

\[
\frac{F_+-F_-}{F_G}=\sqrt{\frac kK}. \tag{18}
\]

For \(k\ll K\), (4) gives \(q\approx\sqrt{k/K}\). The load is shared by about \(1/q\) bonds, and the relative width vanishes, as the continuum argument requires.

For \(k\gg K\), (3) gives \(\lambda\approx K/k\). Then \(F_+\to f_c\): the first bond carries nearly the whole load. The lower edge tends to \(Ku_c\), the force that holds the last broken site at \(u_c\) when its inner neighbour hardly moves.

For \(k=K\), (3) becomes \(\lambda^2-3\lambda+1=0\), so \(\lambda=(3-\sqrt5)/2\). The edges are \(F_\pm/F_G=(\sqrt5\pm1)/2\), about 1.62 and 0.62.

## 8. Thermal mismatch as the load

Suppose that no force acts on the end, but each film spring would like to be longer than the base spacing by \(s\). With \(u_n\) counted outward, the spring energy is

\[
\tfrac12K\sum_n(u_n-u_{n+1}-s)^2 .
\]

Expanding the square gives the usual spring energy, a constant, and the cross term

\[
-Ks\sum_{n=-N}^{\infty}(u_n-u_{n+1})=-Ksu_{-N}.
\]

The sum telescopes because \(u_n\to0\). What remains is the potential of an end force \(F=Ks\). For spacing \(p\), expansion mismatch \(\Delta\alpha\) and temperature change of size \(\Delta T\),

\[
F=Kp\,\Delta\alpha\,\Delta T. \tag{19}
\]

## 9. Example: a row of solder bumps under a thinned die

Take a silicon die on an alumina substrate, joined by solder bumps without underfill. The values are rough typical ones. The lattice is the row of bumps, and the crack is a run of broken bumps starting at the die edge. On cooling, alumina contracts more than silicon, so the die edge moves outward relative to the substrate.

The bump pitch is 200 µm, the diameter 100 µm and the height \(H=80\) µm. The bump area is \(A=\pi(100)^2/4\approx7854\) µm². With a solder shear modulus of 15 GPa, or 0.015 N/µm²,

\[
k=\frac{0.015\times7854}{80}=1.473\ \text{N/µm}.
\]

For a die strip one pitch wide, width and pitch cancel, and \(K\) is Young's modulus times thickness. With 150 GPa and 100 µm,

\[
K=0.150\times100=15.0\ \text{N/µm}.
\]

Hence \(k/K=0.0982\), and (4) gives \(q=0.312\) and \(\lambda=0.732\). The decay length \(p/q\) is 641 µm, well above the die thickness. A model that treats the die as a simple stretching strip needs this, but it does not make die bending negligible (section 11).

A bump shear strength of 40 MPa gives \(f_c=0.314\) N and \(u_c=f_c/k=0.213\) µm. The edges are

\[
F_+=\frac{0.3142}{1-0.7319}=1.172\ \text{N},\qquad
F_-=0.7319\times1.172=0.858\ \text{N},
\]

and the Griffith load is \(0.2133\sqrt{1.473\times15.0}=1.003\) N.

For \(\Delta\alpha=4\) ppm/K, (19) gives \(15.0\times200\times4\times10^{-6}=0.0120\) N/K. The thresholds in temperature change are therefore

- lower edge: 71.5 K;
- Griffith: 83.6 K;
- upper edge: 97.7 K.

The energy balance alone would place the advance 14 K too low for this model. Broken solder does not weld itself together again, so the lower edge belongs to the reversible model. A row of real bumps has no healing threshold of this kind.

The bond energy is 33.5 nJ, and the barrier at the Griffith load is \(33.5\tanh(0.078)\approx2.6\) nJ. At 373 K this is about \(5\times10^{11}\) times the thermal energy. Thermal hopping over this elastic barrier is negligible for bumps; for atomic bonds the ratio would have to be evaluated afresh.

## 10. What the bond law and inertia change

Let the bump yield at \(u_c\), hold the force \(f_c\) up to \(2u_c\), and then snap. The bond energy becomes \(\frac12ku_c^2+ku_c^2=3\Gamma\), which raises the Griffith load by a factor \(\sqrt3\). The force is still taken as a reversible function of displacement, without permanent set. A numerical scan of the equilibria then gives an interval from 131.7 to 157.9 K. Its width is again 26.2 K, the equivalent of \(f_c\). The reason is the one given below (10): the marginal site is now at \(2u_c\), and the force lost there is still \(f_c\).

Now let the force fall linearly from \(f_c\) at \(u_c\) to zero at \(2u_c\). The bond energy is \(2\Gamma\). Equilibria then exist between 116.7 and 119.6 K, an interval 0.11 times as wide as that of the snapping bond. For these parameters, most of the trapping comes from the sudden loss of force.

The derivation also assumes slow loading. To see the effect of inertia, an undamped chain with equal masses and the same \(k/K\) was released just after one bond had been forced open, with the other sites relaxed. The broken part was 250 sites long, so no wave reflected at the loaded end returns to the tip within the time observed. The loads above Griffith were scanned from \(F_Ge^{0.025q}\) to \(F_Ge^{0.475q}\), in steps of \(0.025q\) in the exponent. The lowest load at which at least ten further bonds opened, within a time of \(200\sqrt{m/K}\) for site mass \(m\), was \(1.15F_G\), close to the upper edge at \(1.17F_G\). At the two loads tried below \(F_G\), no further bond opened. This concerns one kind of start and a long broken part. With a short broken part the wave reflected at the loaded end comes back and the crack runs much earlier: for 6 or 20 broken sites the same criterion is met at about \(1.05\) to \(1.06F_G\). A crack already running at speed was not examined.

## 11. The model beside a real die

For a die treated as isotropic, the largest single elastic correction listed here comes from the direction across the row. In a wide die the transverse mismatch also loads the strip. With Poisson ratio \(\nu=0.25\), \(K\) becomes \(K/(1-\nu^2)\) and the misfit \(s\) becomes \((1+\nu)s\), which lowers the upper edge from 97.7 to 75.3 K. This is below the 83.6 K obtained for the narrow strip at its Griffith load. The size of the shift depends on crystal direction. For edges along \(\langle110\rangle\) of a (100) wafer, the usual cut, the in-plane values are about 169 GPa and \(\nu\approx0.06\). The upper edge then moves only from 91 to 86 K, a shift of 6% instead of 23%, and stays above that strip's Griffith value of 79 K. In either case the narrow-strip upper edge is no safe design limit for a wide die. Nor is 75.3 K: it applies along a straight edge, and a corner bump, which is displaced in both directions, breaks earlier. Taken one at a time, bump bending moves the upper edge to 110 K, substrate stretch to 100 K and shear inside the die to 98.5 K. The finite row of 25 bumps to the die centre hardly matters for the first bump. Bending of the die and the vertical forces on the bumps are left out of these figures, and they are not small: a beam model of the narrow strip on elastic bumps over a rigid substrate puts the upper edge near 106 K with die bending alone and near 130 K with die and bump bending together. A rough estimate balances the moment of a bump's shear force about the die's midplane, with an arm of 50 µm, by a pair of vertical forces one pitch of 200 µm apart. Each is then a quarter of the shear force. This counts only the arm to the midplane. A bump held rigidly at both ends also exerts an end moment of the same sense, with an arm of half the bump height, so the vertical forces are larger; in the beam model the edge bump then carries a vertical force of about 0.6 of its shear force. On cooling, the pair belonging to the edge bump presses on that bump and pulls on the next one. The assumption that real solder breaks most plainly is brittle elasticity: yielding to \(2u_c\) already moves the upper edge to 158 K, and creep, which is not computed here, relaxes the load over time. Cooling a tin-based solder from solidification to room temperature spans roughly 200 K, beyond all these thresholds, so the brittle model would have nearly the whole row fail during assembly. It cannot serve as a lifetime prediction. A die of several hundred micrometres has a larger \(K\) and, by (18), a narrower relative interval if the bumps are unchanged.

The values for the chain model with an isotropic die and a long broken part are in the numerical output below.

## Computed results

```
bump pitch: 200 um
bump diameter: 100 um
bump height: 80 um
bump shear modulus: 15 GPa
bump Poisson ratio: 0.35
bump shear strength: 40 MPa
die thickness: 100 um
die Young modulus: 150 GPa
die Poisson ratio: 0.25
die shear modulus: 60 GPa
substrate thickness: 1 mm
substrate Young modulus: 350 GPa
expansion mismatch: 4 ppm/K
bond stiffness k: 1.473 N/um
chain stiffness K: 15.00 N/um
ratio k/K: 0.0982
decay exponent q: 0.3121
decay factor lambda: 0.7319
decay length pitch/q: 641 um
snap displacement u_c: 0.2133 um
bond strength f_c: 0.3142 N
bond energy Gamma: 33.51 nJ
load per kelvin: 0.0120 N/K
lower edge F_minus: 0.8578 N
Griffith load F_G: 1.0027 N
upper edge F_plus: 1.1720 N
lower edge, temperature change: 71.5 K
Griffith, temperature change: 83.6 K
upper edge, temperature change: 97.7 K
upper edge / Griffith: 1.1689
lower edge / Griffith: 0.8555
barrier at Griffith load: 2.609 nJ
temperature of use: 373 K
barrier / thermal energy: 5.07e+11
upper edge with transverse mismatch: 75.3 K
upper edge with bump bending: 109.8 K
upper edge with substrate stretch: 100.1 K
upper edge with die shear: 98.5 K
bumps from edge to die centre: 25
finite-row relative shift of upper edge: 2.9e-07
rough peel/shear force ratio: 0.25
yielding to 2 u_c, lower edge: 131.7 K
yielding to 2 u_c, upper edge: 157.9 K
softening to 2 u_c, lower edge: 116.72 K
softening to 2 u_c, upper edge: 119.63 K
softening width / snapping width: 0.1113
inertia: lowest scanned running load / Griffith: 1.151
inertia: extra bonds opened at highest scan load: 22
highest scan load / Griffith: 1.160
```
